# The hydrogen Stark effect from action integrals, and the missing 19

Suppose that the levels of hydrogen in a weak electric field are needed, and that classical action integrals are at hand. Whether one may stop there, or must go on to the Schrödinger equation, depends on the quantity wanted. For the splitting linear in the field the actions suffice, provided the field is strong enough that this splitting is large compared with the fine structure, which the model below omits. For a polarizability, or for a level without a linear shift, they leave an error that is large at small principal quantum number. This section derives both results and traces the difference to its source.

### Separation of the motion

The nucleus is fixed, the electron is nonrelativistic and spin is ignored. In Hartree atomic units the Hamiltonian is

\[
H=\tfrac12\mathbf p^2-\frac1r+Fz. \tag{1}
\]

The parabolic coordinates are \(\xi=r+z\) and \(\eta=r-z\), so that \(r=(\xi+\eta)/2\), \(z=(\xi-\eta)/2\), and the distance from the \(z\) axis is \(s=\sqrt{\xi\eta}\). From \(dz=(d\xi-d\eta)/2\) and \(ds=(\eta\,d\xi+\xi\,d\eta)/(2\sqrt{\xi\eta})\) the cross terms cancel in

\[
ds^2+dz^2=\frac{\xi+\eta}{4}\left(\frac{d\xi^2}{\xi}+\frac{d\eta^2}{\eta}\right). \tag{2}
\]

The kinetic energy is half the squared velocity, which gives \(p_\xi=(\xi+\eta)\dot\xi/(4\xi)\) and similarly for \(\eta\). With \(L\) the magnitude of the conserved angular momentum about \(z\),

\[
H=\frac{2(\xi p_\xi^2+\eta p_\eta^2)}{\xi+\eta}+\frac{L^2}{2\xi\eta}-\frac{2}{\xi+\eta}+\frac{F(\xi-\eta)}2 . \tag{3}
\]

Set \(H=E=-\kappa^2/2\) and multiply by \((\xi+\eta)/2\). Every term then depends on \(\xi\) alone or on \(\eta\) alone, apart from the constant \(-1\). The two parts are therefore separately constant:

\[
\begin{aligned}
p_\xi^2&=-\frac{\kappa^2}{4}+\frac{\beta_1}{\xi}-\frac{L^2}{4\xi^2}-\frac{F\xi}{4},\\
p_\eta^2&=-\frac{\kappa^2}{4}+\frac{\beta_2}{\eta}-\frac{L^2}{4\eta^2}+\frac{F\eta}{4},
\end{aligned}
\qquad \beta_1+\beta_2=1. \tag{4}
\]

For \(F>0\) the \(\xi\) motion is confined more tightly. The \(\eta\) motion has a barrier, beyond which the electron is free. We treat the bounded motion inside it, with \(n^4F\ll1\).

The quantization rule is \(J_i=n_i+\tfrac12\), \(L=|m|\), where \(J_i=(1/2\pi)\oint p\,dq\) and \(n_i=0,1,2,\dots\). The half accounts for the phase lost at the two turning points. Epstein's older rule used integers; it is taken up below.

### The action in a weak field

Both motions have the form \(p^2=p_0^2-gq\), with \(g=F/4\) for \(\xi\) and \(g=-F/4\) for \(\eta\). Without the field, \(p_0=\sqrt R/q\), where

\[
R=-\frac{\kappa^2q^2}{4}+\beta q-\frac{L^2}{4}. \tag{5}
\]

The zeros of \(R\) have midpoint \(a=2\beta/\kappa^2\) and product \(c=L^2/\kappa^2\). Put \(q=a+b\cos\theta\) with \(b^2=a^2-c\). Then \(\sqrt R=(\kappa b/2)\sin\theta\), and for any polynomial \(h\)

\[
\frac1\pi\int\frac{h(q)}{\sqrt R}\,dq=\frac2\kappa\langle h\rangle , \tag{6}
\]

where the integral runs between the turning points and \(\langle\ \rangle\) is the average over \(0<\theta<\pi\).

*Zeroth order.* Since \(\partial p_0/\partial\beta=1/(2\sqrt R)\), equation (6) gives \(\partial J/\partial\beta=1/\kappa\). The endpoints do not contribute because \(p_0\) vanishes there. The orbit shrinks to a point, with \(J=0\), at \(\beta=\kappa L/2\). Hence \(J=\beta/\kappa-L/2\).

*First order.* At \(g=0\), \(\partial p/\partial g=-q/(2p_0)=-q^2/(2\sqrt R)\). The coefficient of \(g\) is

\[
-\frac1\kappa\langle q^2\rangle=-\frac1\kappa\left(a^2+\frac{b^2}{2}\right)=-\frac{3a^2-c}{2\kappa}
=-\frac{12\beta^2-\kappa^2L^2}{2\kappa^5}. \tag{7}
\]

*Second order.* A further derivative gives \(-q^2/(4p^3)\), which is not integrable at a turning point. Write the action as an integral over a fixed contour in the complex plane that encircles both turning points but not \(q=0\). On it \(p\neq0\), and since \(\partial p/\partial\beta=1/(2qp)\),

\[
\frac{\partial^2p}{\partial g^2}=-\frac{q^2}{4p^3}=\frac12\frac{\partial}{\partial\beta}\left(\frac{q^3}{p}\right). \tag{8}
\]

The derivative with respect to \(\beta\) can be taken outside the integral, after which the contour may be collapsed onto the real interval. Including the Taylor factor \(\tfrac12\), and using \(q^3/p_0=q^4/\sqrt R\) with (6), the coefficient of \(g^2\) is \((1/2\kappa)\,\partial\langle q^4\rangle/\partial\beta\). Here

\[
\langle q^4\rangle=a^4+3a^2b^2+\tfrac38b^4=\tfrac18(35a^4-30a^2c+3c^2), \tag{9}
\]

and \(\partial/\partial\beta=(2/\kappa^2)\,\partial/\partial a\). The coefficient becomes

\[
\frac{5}{2\kappa^3}(7a^3-3ac)=\frac{5\beta(28\beta^2-3\kappa^2L^2)}{\kappa^9}. \tag{10}
\]

For \(L=0\) the inner turning point moves to \(q=0\), and the formulas are taken as limits.

### From the actions to the energy

For the \(\xi\) motion let \(x=\beta_1/\kappa\), \(K=J_1+L/2\) and \(f=F/\kappa^3\). With \(g=F/4\), the three orders give

\[
K=x-\frac f8(12x^2-L^2)+\frac{5f^2}{16}x(28x^2-3L^2)+O(f^3). \tag{11}
\]

Insert \(x=K+x_1f+x_2f^2\). The terms in \(f\) require \(x_1=(12K^2-L^2)/8\). Those in \(f^2\) require

\[
\begin{aligned}
x_2&=3Kx_1-\frac{5K}{16}(28K^2-3L^2)\\
&=\frac K{16}\left(72K^2-6L^2-140K^2+15L^2\right)
=-\frac K{16}(68K^2-9L^2). 
\end{aligned}\tag{12}
\]

The \(\eta\) motion has the same expansion with \(f\to-f\) and \(K_2=J_2+L/2\). Define

\[
n=K_1+K_2=J_1+J_2+L,\qquad k=K_1-K_2=J_1-J_2 . \tag{13}
\]

Under the half-integer rule \(n=n_1+n_2+|m|+1\) and \(k=n_1-n_2\). Dividing \(\beta_1+\beta_2=1\) by \(\kappa\) shows that the two expansions add to \(1/\kappa\). In the sum, \(K_1^2-K_2^2=nk\) and \(K_1^3+K_2^3=n(n^2+3k^2)/4\), so

\[
\frac1\kappa=n+\frac32nkf-\frac n{16}Sf^2,\qquad S=17n^2+51k^2-9L^2+C, \tag{14}
\]

with \(C=0\). The constant \(C\) is carried along because wave mechanics will change nothing else in (14).

Let \(\nu=1/\kappa\), so that \(f=F\nu^3\), and write \(\nu=n+\nu_1F+\nu_2F^2\). In the linear term of (14), \(\nu^3=n^3+3n^2\nu_1F\) is needed; in the quadratic term \(\nu^6=n^6\) is enough. Therefore

\[
\nu_1=\frac32n^4k,\qquad
\nu_2=\frac92n^3k\,\nu_1-\frac{n^7S}{16}=n^7\left(\frac{27k^2}{4}-\frac S{16}\right). \tag{15}
\]

Expanding \(E=-1/(2\nu^2)\) to second order gives

\[
E=-\frac1{2n^2}+\frac{\nu_1}{n^3}F+\left(\frac{\nu_2}{n^3}-\frac{3\nu_1^2}{2n^4}\right)F^2 . \tag{16}
\]

The last term in the parenthesis is \(-27n^4k^2/8\). Together with \(27n^4k^2/4\) it leaves \(+54n^4k^2/16\), which turns \(51k^2\) into \(-3k^2\):

\[
E=-\frac1{2n^2}+\frac32nkF-\frac{n^4}{16}\left(17n^2-3k^2-9L^2+C\right)F^2+O(F^3). \tag{17}
\]

The linear term is the energy of a dipole. A state with \(k>0\) has its charge displaced towards positive \(z\), where the potential energy \(Fz\) is higher.

### The same separation in wave mechanics

The metric (2), completed by \(\xi\eta\,d\varphi^2\), gives the Laplacian

\[
\nabla^2=\frac4{\xi+\eta}\left(\frac{\partial}{\partial\xi}\xi\frac{\partial}{\partial\xi}+\frac{\partial}{\partial\eta}\eta\frac{\partial}{\partial\eta}\right)+\frac1{\xi\eta}\frac{\partial^2}{\partial\varphi^2}. \tag{18}
\]

Write \(\psi=u(\xi)v(\eta)e^{\pm im\varphi}\), where from here on \(m\ge0\) stands for \(|m|\). Multiply the Schrödinger equation by \((\xi+\eta)/2\) as before, set \(\rho=\kappa\xi\) and divide by \(\kappa\). Then \(x=\beta_1/\kappa\) is an eigenvalue:

\[
\left[-\frac d{d\rho}\rho\frac d{d\rho}+\frac{m^2}{4\rho}+\frac\rho4+\frac f4\rho^2\right]u=xu . \tag{19}
\]

The \(\eta\) equation again has \(-f\). For \(f=0\), put \(u=\rho^{m/2}e^{-\rho/2}w\). This gives Laguerre's equation

\[
\rho w''+(m+1-\rho)w'+\left(x-\frac{m+1}2\right)w=0, \tag{20}
\]

whose polynomial solutions \(L_p^{(m)}\), \(p=0,1,\dots\), have \(x=K=p+(m+1)/2\). These are the values of \(K\) given by half-integer actions.

The recurrence \(\rho L_p^{(m)}=2KL_p^{(m)}-(p+1)L_{p+1}^{(m)}-(p+m)L_{p-1}^{(m)}\) and the norm \(\int_0^\infty\rho^me^{-\rho}(L_p^{(m)})^2d\rho=(p+m)!/p!\) give, for normalized states,

\[
\rho|p\rangle=2K|p\rangle-a_p|p+1\rangle-a_{p-1}|p-1\rangle,\quad
a_p^2=(p+1)(p+m+1). \tag{21}
\]

With \(\mu=m^2/4\), \(a_p^2=(K+\tfrac12)^2-\mu\) and \(a_{p-1}^2=(K-\tfrac12)^2-\mu\).

*First order.* The diagonal element of \(\rho^2\) is \(4K^2+a_p^2+a_{p-1}^2=6K^2+\tfrac12-2\mu\). Multiplied by \(f/4\), it gives

\[
x_1=\frac{12K^2-m^2+1}{8}. \tag{22}
\]

The action result lacks the 1. But \(f\) has opposite signs in the two equations, so these constants contribute \(f/8-f/8=0\) to the sum. The linear term of (14) is unchanged, and the coefficient of \(F\) in (17) agrees with wave mechanics although the separate constants do not.

*Second order, neighbouring states.* Applying (21) twice gives \(\langle p+1|\rho^2|p\rangle=-(4K+2)a_p\) and \(\langle p-1|\rho^2|p\rangle=-(4K-2)a_{p-1}\). The denominators are \(-1\) and \(+1\). Since \((4K\pm2)^2=16(K\pm\tfrac12)^2\) and the perturbation contains \(f/4\), the contribution to \(x_2\) is

\[
\begin{aligned}
&-\left[(K+\tfrac12)^4-(K-\tfrac12)^4\right]+\mu\left[(K+\tfrac12)^2-(K-\tfrac12)^2\right]\\
&\quad=-(4K^3+K)+2K\mu=-\frac K{16}(64K^2-8m^2+16).
\end{aligned}\tag{23}
\]

*Second order, next neighbours.* The elements are \(a_pa_{p+1}\) and \(a_{p-1}a_{p-2}\), with denominators \(-2\) and \(+2\). The contribution is \(-(a_p^2a_{p+1}^2-a_{p-1}^2a_{p-2}^2)/32\). Here

\[
a_p^2a_{p+1}^2=(K^2+2K+\tfrac34)^2-\mu(2K^2+4K+\tfrac52)+\mu^2, \tag{24}
\]

and the other product follows from \(K\to-K\). Their difference is \(8K^3+6K-8K\mu\), so the contribution is

\[
-\frac K{16}(4K^2-m^2+3). \tag{25}
\]

No other state is coupled by \(\rho^2\). Adding (23) and (25),

\[
x_2=-\frac K{16}(68K^2-9m^2+19). \tag{26}
\]

Second-order terms have the same sign for \(\xi\) and \(\eta\), so the constants add to \(-19(K_1+K_2)/16=-19n/16\). This is (14) with \(C=19\), and (17) becomes

\[
E_{\rm QM}=-\frac1{2n^2}+\frac32nkF-\frac{n^4}{16}\left(17n^2-3k^2-9m^2+19\right)F^2+O(F^3). \tag{27}
\]

The origin of \(19=16+3\) is visible in (23) and (24). Quantum states are separated by finite steps. For instance, \((K+\frac12)^4-(K-\frac12)^4=4K^3+K\), whereas a classical derivative would give \(4K^3\).

### Large quantum numbers and Epstein's integers

Under the half-integer rule the missing fraction of the quadratic shift is \(19/(17n^2-3k^2-9m^2+19)\). Since \(|k|+m\le n-1\), the sum \(3k^2+9m^2\) is at most \(9(n-1)^2\), reached at \(m=n-1\). The fraction is thus at most \(19/(8n^2+18n+10)\), and it falls at least as fast as \(1/n^2\).

Epstein's integer rule takes \(J_i=n_i\) and \(L=m+1\). It gives the same \(n\), \(k\) and linear shift, but \(9L^2\) is now \(9(m+1)^2\). Its bracket falls short of the quantum one by

\[
19+9\left[(m+1)^2-m^2\right]=28+18m . \tag{28}
\]

A deficit equal to the constant 19 therefore belongs to half-integer actions only. With integers the deficit grows with \(m\), and for \(m\) comparable to \(n\) the relative error falls as \(1/n\).

The ground state shows the difference most clearly. For \(k=0\), \(E=E_0-\alpha F^2/2\), so the polarizability \(\alpha\) is \(n^4/8\) times the bracket. Integer actions give \(8/8=1\), half-integer actions \(17/8=2.125\), and wave mechanics \(36/8=4.5\) atomic units. The first value has a simple picture. With \(J_1=J_2=0\) and \(L=1\) the electron moves on a circle of unit radius, which the field displaces by \(z\). To second order its energy is \(-\tfrac12+\tfrac12z^2+Fz\), with minimum \(-\tfrac12-\tfrac12F^2\). The change of radius is of order \(F^2\) and affects the energy at order \(F^4\).

### A level of the n = 4 manifold

Take \(n_1=2\), \(n_2=0\), \(m=1\), hence \(n=4\) and \(k=2\), in a field \(F=10^{-5}\) atomic units, or \(5.142\times10^6\) V/m. The expansion parameter is \(n^4F=0.00256\).

Solving the two action conditions numerically gives \(\kappa=0.249521\), \(\beta_1=0.750700\) and \(\beta_2=0.249300\). Equation (12) can be followed here: \(f=F/\kappa^3=6.437\times10^{-4}\) and \(K_1=3\), so

\[
\frac{\beta_1}\kappa=3+13.375f-113.0625f^2=3.00856, \tag{29}
\]

which, multiplied by \(\kappa\), returns \(0.75070\). The \(\eta\) motion runs from 1.07 to 14.98 bohr, while the far side of the barrier lies at 6210 bohr, so the bounded motion is well separated from the free region.

The linear shift is \(1.5\times4\times2\times10^{-5}=1.2\times10^{-4}\) hartree in both theories. The action bracket is \(272-12-9=251\), and the quantum bracket is 270. With \(n^4/16=16\),

\[
\begin{aligned}
\text{actions:}\quad&-16\times251\times10^{-10}=-4.016\times10^{-7}\ \text{hartree},\\
\text{wave mechanics:}\quad&-16\times270\times10^{-10}=-4.320\times10^{-7}\ \text{hartree}.
\end{aligned}\tag{30}
\]

The missing term is \(-3.04\times10^{-8}\) hartree, or \(-200\) MHz. This is 7.0% of the quantum quadratic shift but 0.025% of the linear shift. Integer actions would give a bracket of 224, which is 46 too small, as (28) requires for \(m=1\).

The energies can also be compared without expanding in \(F\). The action conditions give \(-0.0311304005\) hartree, and diagonalization of (1) in a spherical basis, which makes no use of parabolic separation, gives \(-0.0311304307\) hartree. The difference, \(-3.029\times10^{-8}\) hartree, is within 0.4% of the missing term; this fraction is of the same order as the expansion parameter \(n^4F=0.00256\), as one would expect if the remainder comes from terms of order \(F^3\), which are not derived or tested here. The table in the numerical output extracts the quadratic brackets from such numerical energies for states up to \(n=4\), and the two brackets differ by 19.000 in each.

Several limits apply to these numbers. The finite mass of the proton changes the field-free energy by \(1.7\times10^{-5}\) hartree and the linear shift by \(6.5\times10^{-8}\) hartree, both more than the missing term. Fine structure, of order \(10^{-7}\) hartree for this level, exceeds the missing term, so the comparison is between two nonrelativistic theories and not with a measured line. In real hydrogen the linear law itself holds only once the Stark splitting exceeds the fine structure and the Lamb shift: for \(n=2\) the slope \(dE/dF\) of the highest level is about 1.4 instead of 3 atomic units at \(10^5\) V/m and reaches 2.96 at \(10^6\) V/m, while for \(n=4\) the linear law is already good at \(10^5\) V/m. And for \(F\ne0\) the electron can tunnel through the barrier in \(\eta\). Equation (27) gives the position of the level in a weak field; it does not give its width, and it ceases to be useful as \(n^4F\) grows and the barrier closes in on the orbit. For \(n=4\), \(m=1\) the bounded classical orbit ends at \(n^4F\approx0.21\), \(0.17\) and \(0.15\) for \(k=2\), \(0\) and \(-2\), well below 1.

## Values computed for the example and the checks

```
Brackets B in E2 = -(n^4/16) B, extracted from numerical energies
 n n1 n2 m  E1 action  E1 quantum  B action  B quantum  difference
 1  0  0 0     0.0000      0.0000    17.000     36.000      19.000
 2  1  0 0     3.0000      3.0000    65.000     84.000      19.000
 2  0  0 1     0.0000      0.0000    59.000     78.000      19.000
 3  1  1 0     0.0000      0.0000   153.000    172.000      19.000
 3  2  0 0     9.0000      9.0000   141.000    160.000      19.000
 3  1  0 1     4.5000      4.5000   141.000    160.000      19.000
 4  1  1 1     0.0000      0.0000   263.000    282.000      19.000
 4  2  0 1    12.0000     12.0000   251.000    270.000      19.000
 4  1  0 2     6.0000      6.0000   233.000    252.000      19.000
Ground-state polarizability (atomic units)
  integer actions      1.0000
  half-integer actions 2.1250
  wave mechanics       4.5000
Example: n1=2, n2=0, m=1, n=4, k=2
  field F = 1.0e-05 a.u. = 5.1422e+06 V/m
  kappa = 0.249521143 a.u.
  beta1 = 0.75070008, beta2 = 0.24929992 (dimensionless)
  xi turning points  0.3354, 47.5286 bohr
  eta turning points 1.0749, 14.9804 bohr
  eta beyond barrier 6210.0 bohr
  xi: K = 3.0; coefficients for positive f
    action:  first 13.3750, second -113.0625
    quantum: first 13.5000, second -116.6250
    quantum second: neighbours -109.5000, next -7.1250
  eta: K = 1.0; coefficients for positive f
    action:  first 1.3750, second -3.6875
    quantum: first 1.5000, second -4.8750
    quantum second: neighbours -4.5000, next -0.3750
  brackets: half-integer 251, integer 224, quantum 270
  field-free energy       -0.0312500000 hartree
  linear shift            1.2000e-04 hartree
  quadratic, half-integer -4.0160e-07 hartree
  quadratic, quantum      -4.3200e-07 hartree
  full action energy      -0.0311304005 hartree
  diagonalized energy     -0.0311304307 hartree
  full energy difference  -3.0286e-08 hartree
  missing 19 term         -3.0400e-08 hartree = -200.02 MHz
```
